Normalising the hydrogenic radial function with the Laguerre generating function, part 2

An electron moves in the field of a fixed point nucleus of charge Z, without relativity or spin; H = −½∇² − Z/r in Hartree atomic units (bohr, hartree). The state nl is ψ = R(r) Y_lm(θ,φ), with R real and positive at small r, and u = rR:

∫₀^∞ R(r)² r² dr = 1.   (1)

−½ d²u/dr² + [l(l+1)/(2r²) − Z/r] u = E u.   (2)

Put κ = √(−2E), ν = Z/κ, ρ = 2κr, α = 2l+1, k = ν − l − 1 and u ∝ ρ^(l+1) e^(−ρ/2) w(ρ). Then

ρw″ + (α + 1 − ρ)w′ + k w = 0.   (4)

Bound states need ν = n, a positive integer, and fix w up to a constant:

E = −Z²/(2n²),  ρ = 2Zr/n,  k = n − l − 1,  R = N ρ^l e^(−ρ/2) w(ρ).   (6)

The modern polynomials, with C(a,b) = a!/[b!(a−b)!], give w = L_k^(α):

G_α(x,t) = Σ_(k≥0) L_k^(α)(x) t^k = (1−t)^(−α−1) exp[−xt/(1−t)],  |t| < 1.   (7)

(1−t)^(−m−1) = Σ_(i≥0) C(i+m, i) t^i.   (8)

L_k^(α)(x) = Σ_(j=0..k) (−1)^j C(k+α, k−j) x^j/j!.   (9)

R_nl(r) = N_nl ρ^l e^(−ρ/2) L_(n−l−1)^(2l+1)(ρ).   (10)

1 = N² (n/2Z)³ J_kk,  J_kk′ = ∫₀^∞ x^(α+1) e^(−x) L_k^(α) L_k′^(α) dx.   (11)

Let H_kk′ be J_kk′ with x^α for x^(α+1), and I_m(s,t) = ∫₀^∞ x^m e^(−x) G_α(x,s) G_α(x,t) dx. Then

I_α = α!/(1−st)^(α+1),   (12)

I_(α+1) = (α+1)! (1−s)(1−t)/(1−st)^(α+2).   (13)

h_k ≡ H_kk = α! C(k+α, k) = (k+α)!/k!.   (14)

J_kk = (2k + α + 1) h_k.   (15)

N_nl = √{ (2Z/n)³ (n−l−1)! / [2n (n+l)!] }.   (16)

J_(k,k+1) = J_(k+1,k) = −(k+α+1)!/k!,  J_kk′ = 0 for |k − k′| ≥ 2.   (17)

x L_k^(α) = −(k+1) L_(k+1)^(α) + (2k+α+1) L_k^(α) − (k+α) L_(k−1)^(α).   (18)

Here 2k + α + 1 = 2n. In J_kk the terms 1 and st of (1−s)(1−t) contribute a_k = (k+α+1) h_k and a_(k−1) = k h_k, with a_i = (i+α+1)!/i!. J_kk′ takes both polynomials at one scale κ. The program is the numerical check.

(f) Compute ⟨1/r⟩ in the state nl, and use the dependence of E on Z to obtain the ratio J_kk/h_k without part (d).

Solution. The radial probability density in ρ is ρ^(α+1) e^(−ρ) [L_k^(α)]²/J_kk. Multiplying it by 1/ρ lowers the power to α, so

⟨1/ρ⟩ = h_k/J_kk,  ⟨1/r⟩ = (2Z/n) h_k/J_kk.   (20)

With (15), ⟨1/ρ⟩ = 1/(2n) and ⟨1/r⟩ = Z/n², independent of l.

For the second route let H_l be the operator on the left of (2) and u real with ∫u² dr = 1, so that E = ∫u H_l u dr. Differentiate with respect to Z at fixed n and l. The terms in which ∂u/∂Z appears give, because H_l is symmetric and H_l u = Eu, 2E ∫u (∂u/∂Z) dr = E d/dZ ∫u² dr = 0. What remains is ∂H_l/∂Z = −1/r, so dE/dZ = −⟨1/r⟩, the Hellmann–Feynman theorem. From (6), dE/dZ = −Z/n², hence ⟨1/r⟩ = Z/n². Inserting this in (20) gives (2Z/n) h_k/J_kk = Z/n², or J_kk/h_k = 2n. This argument uses only the energy formula. It also shows why l had to cancel in (n+l+1) + (n−l−1): the energy does not depend on l for the pure Coulomb potential.

The mean potential energy is ⟨V⟩ = −Z⟨1/r⟩ = −Z²/n² = 2E. This agrees with the virial theorem. The rescaled function λ^(3/2) ψ(λr) is normalised and has energy λ²⟨T⟩ + λ⟨V⟩; the energy of an eigenstate is stationary under normalised variations, so the derivative at λ = 1 vanishes, 2⟨T⟩ + ⟨V⟩ = 0, and E = ⟨T⟩ + ⟨V⟩ = ⟨V⟩/2. The program tests ⟨1/r⟩ = Z/n² by quadrature of (10) with (16).

(g) In the old convention the polynomials are defined by

𝓛_q(x) = e^x d^q/dx^q (x^q e^(−x)),  𝓛_q^p(x) = d^p 𝓛_q/dx^p,  0 ≤ p ≤ q.   (21)

Express 𝓛_q^p through the modern polynomials, find its generating function, and write R_nl with its normalisation constant in this convention.

Solution. Apply the Leibniz rule, letting j derivatives act on e^(−x) and q − j on x^q. Since d^j e^(−x)/dx^j = (−1)^j e^(−x) and d^(q−j) x^q/dx^(q−j) = q! x^j/j!,

𝓛_q(x) = Σ_j C(q,j) (−1)^j q! x^j/j!.

Formula (9) with α = 0 and k = q has the coefficient C(q, q−j) = C(q,j), so

𝓛_q = q! L_q^(0).   (22)

Next, the derivative of a modern polynomial. Differentiating (9) removes the j = 0 term; putting j = i + 1 in the rest,

dL_k^(α)/dx = −Σ_(i=0..k−1) (−1)^i C(k+α, k−1−i) x^i/i! = −L_(k−1)^(α+1),

because k + α = (k−1) + (α+1). Each derivative lowers the degree by one, raises the upper index by one and brings a factor −1. After p derivatives of L_q^(0),

d^p L_q^(0)/dx^p = (−1)^p L_(q−p)^(p),

and with (22)

𝓛_q^p = (−1)^p q! L_(q−p)^(p).   (23)

Three things distinguish the two conventions: the factor q!, the sign (−1)^p, and the meaning of the lower index. In 𝓛_q^p the lower index is the degree of the parent polynomial before differentiation, and the actual degree is q − p.

Multiply (23) by t^q/q! and sum over q ≥ p, with k = q − p:

U_p(x,t) ≡ Σ_(q≥p) 𝓛_q^p(x) t^q/q! = (−t)^p Σ_k L_k^(p) t^k = (−t)^p (1−t)^(−p−1) exp[−xt/(1−t)].   (24)

This is also what p derivatives of G₀ with respect to x give, each bringing down −t/(1−t). The old generating function has t^q/q! where the modern one has t^k.

The hydrogenic polynomial has upper index p = α = 2l + 1 and degree q − p = n − l − 1, so q = n + l. As p is odd,

𝓛_(n+l)^(2l+1) = −(n+l)! L_(n−l−1)^(2l+1).   (25)

The normalisation integral follows from (24) in the same way as before. Since U_p(x,s)U_p(x,t) = (st)^p G_p(x,s)G_p(x,t), (13) gives

∫₀^∞ x^(p+1) e^(−x) U_p(x,s)U_p(x,t) dx = (st)^p (p+1)! (1−s)(1−t)/(1−st)^(p+2).

On the left the coefficient of s^q t^q is the wanted integral divided by (q!)². On the right the prefactor (st)^p shifts the index, so the coefficient is (15) at k = q − p, α = p, namely (2q − p + 1) q!/(q−p)!. Thus

∫₀^∞ x^(p+1) e^(−x) [𝓛_q^p]² dx = (2q − p + 1)(q!)³/(q−p)!.   (26)

With q = n + l and p = 2l + 1 one finds 2q − p + 1 = 2n + 2l − 2l − 1 + 1 = 2n again. Of the three powers of (n+l)!, one belongs to h_k and is present in every convention, and two come from squaring the q! in (23). Solving (25) for the modern polynomial and inserting it in (10),

R_nl = N_old ρ^l e^(−ρ/2) 𝓛_(n+l)^(2l+1)(ρ),

N_old = −N_nl/(n+l)! = −√{ (2Z/n)³ (n−l−1)! / (2n [(n+l)!]³) }.   (27)

The minus sign compensates (−1)^(2l+1) and keeps R positive near the origin. Condition (1) fixes only the magnitude. Omitting the sign for every state reverses all R_nl together and changes no radial matrix element; using different sign rules for two states reverses the sign of a matrix element between them. The program tests (23), (24) and (26) for 1 ≤ p ≤ q ≤ 7, building 𝓛_q^p by symbolic differentiation from (21).

(h) A hybrid convention keeps the parent polynomial (21) but defines Λ_k^p = (−1)^p d^p 𝓛_(k+p)/dx^p. Give its normalisation constant, and give a way to recognise from one entry of a list of polynomials which convention is in use.

Solution. With q = k + p, (23) gives Λ_k^p = (−1)^p 𝓛_q^p = (k+p)! L_k^(p), because (−1)^(2p) = 1. The indices are those of the modern convention and the sign is removed, but the factorial stays. For the atom Λ_(n−l−1)^(2l+1) = (n+l)! L_(n−l−1)^(2l+1), so

N_hyb = N_nl/(n+l)! = −N_old,

with the cube of (n+l)! under the root and a positive sign. The indices alone therefore do not tell whether (16) or the cubed form applies.

The general rule follows from part (a), where w is fixed up to a constant. Any polynomial P offered for the state nl must be c L_k^(α) for some constant c, which is found from the value at the origin, c = P(0)/C(n+l, n−l−1), and the constant to go with P is N_nl/c. From (9) and (23) the three conventions have the following degree and value at x = 0:

modern L_k^(p): degree k, value C(k+p, k);

old 𝓛_q^p: degree q − p, value (−1)^p q! C(q, p);

hybrid Λ_k^p: degree k, value (k+p)! C(k+p, k).

The entry with both indices equal to 1 separates them. Formula (9) gives L_1^(1) = 2 − x. The old one is the derivative of 𝓛₁ = 1 − x, so 𝓛_1^1 = −1. The hybrid one is 2!(2 − x) = 4 − 2x.

The old and hybrid definitions take p derivatives and so need an integer p. The modern definition (7) does not. For any real α > −1 the steps leading to (9), (12) to (15), (17) and (18) hold with factorials replaced by gamma functions, since (8) becomes the binomial series and ∫x^m e^(−λx) dx = Γ(m+1)/λ^(m+1) converges for m > −1; the ratio J_kk/h_k = 2k + α + 1 is unchanged.

(i) Work out the 4p state of hydrogen (Z = 1, n = 4, l = 1): the polynomials, the integrals, N in each convention, R at r = 2 bohr, ⟨1/r⟩ and E. Find the value of ∫R²r² dr that results if the factor 2n is dropped or if constant and polynomial are taken from different conventions.

Solution. Here k = 2, α = p = 3, q = 5, q! = 120, ρ = 0.5 r with r in bohr, and (2Z/n)³ = 0.125 bohr^(−3). From (9) with k + α = 5, the coefficients are C(5,2) = 10, −C(5,1) = −5 and C(5,0)/2! = ½:

L_2^(3) = x²/2 − 5x + 10.

Multiplying by −120 and by +120,

𝓛_5^3 = −60x² + 600x − 1200,  Λ_2^3 = 60x² − 600x + 1200.

The square of the modern polynomial is x⁴/4 − 5x³ + 35x² − 100x + 100. Integrating it term by term with the weight x³e^(−x) replaces x^j by (j+3)!:

h₂ = 7!/4 − 5·6! + 35·5! − 100·4! + 100·3! = 1260 − 3600 + 4200 − 2400 + 600 = 60,

in agreement with (14), 5!/2! = 60. With the weight x⁴e^(−x), x^j is replaced by (j+4)!:

J₂₂ = 8!/4 − 5·7! + 35·6! − 100·5! + 100·4! = 10080 − 25200 + 25200 − 12000 + 2400 = 480.

The ratio is 480/60 = 8 = 2n. The generating function splits J₂₂ into a₂ = 6!/2! = 360 from the term 1 and a₁ = 5!/1! = 120 from the term st, which are (n+l+1)h₂ = 6·60 and (n−l−1)h₂ = 2·60. The equal-scale overlap with the next polynomial is J₂₃ = −6!/2! = −360. For the old polynomial (26) gives 8·120³/2! = 6912000, which is 480·120².

The constants are

N = √(0.125/480) = 0.01613743 bohr^(−3/2),

N_old = −√(0.125/6912000) = −1.344786 × 10^(−4) bohr^(−3/2),  N_hyb = +1.344786 × 10^(−4) bohr^(−3/2).

With 1 bohr = 0.05291772 nm, N = 0.01613743/(0.05291772)^(3/2) = 1.3257 nm^(−3/2).

At r = 2 bohr, ρ = 1 and e^(−ρ/2) = 0.60653066. The modern polynomial is ½ − 5 + 10 = 5.5 and the old one is −60 + 600 − 1200 = −660. Then

R₄₁ = 0.01613743 × 1 × 0.60653066 × 5.5 = 0.0538332 bohr^(−3/2),

R₄₁ = (−1.344786 × 10^(−4)) × 1 × 0.60653066 × (−660) = 0.0538332 bohr^(−3/2).

From (20), ⟨1/ρ⟩ = 60/480 = 0.125 and ⟨1/r⟩ = 0.5 × 0.125 = 0.0625 bohr^(−1). The energy is E = −1/32 = −0.03125 hartree, or −0.850 eV with 1 hartree = 27.211386 eV, and ⟨V⟩ = −0.0625 hartree = 2E.

An independent value comes from solving (2) with no Laguerre polynomial at all. The program replaces d²u/dr² by second differences on grids of step 0.02 and 0.01 bohr in a box of 140 bohr, diagonalises the resulting matrix, takes the third eigenvector for l = 1, normalises it by summing u² over the grid, and removes the error proportional to the squared step by Richardson extrapolation, (4 × fine − coarse)/3. It finds R(2 bohr) = 0.0538332 bohr^(−3/2), E = −0.0312500 hartree and ⟨1/r⟩ = 0.0625000 bohr^(−1), and it asserts that each differs from the formula by less than 10^(−6) in its own unit.

The wrong combinations follow from (11), since the norm is the square of the constant times (n/2Z)³ times the integral of the polynomial used. Dropping 2n replaces J₂₂ by h₂ in N² and gives the norm 480/60 = 8. The modern constant with the old polynomial gives 6912000/480 = 14400 = (q!)². The old constant with the modern polynomial gives the reciprocal, 6.944 × 10^(−5). Quadrature in r gives these three values, and the program asserts them. For 1s the last two errors disappear from the norm, because q! = 1! = 1 and only the sign of R changes, so the ground state alone cannot reveal a mixing of the factorial conventions.

(j) State which assumptions (16) rests on and what changes when each is relaxed.

Solution. For a nucleus of finite mass the relative motion has the kinetic term −∇²/(2μ), with μ the reduced mass in electron masses. Multiplying the radial equation by μ gives (2) with Z replaced by μZ and E by μE. So ρ = 2μZr/n, E = −μZ²/(2n²), and in (16) only the scale factor changes, to (2μZ/n)³. The dimensionless integrals h_k and J_kk, and with them 2n, are untouched. For hydrogen μ is smaller than 1 by roughly one part in 2000. The many digits in part (i) are therefore those of the fixed-nucleus model, kept so that the conventions and the numerical solution can be compared; the model overstates the binding energy of the real atom by roughly that fraction (with the reduced mass the 4p energy is −0.8499 eV), which is why E is quoted as −0.850 eV.

The result needs E < 0. For E > 0 the quantity κ is imaginary, u oscillates at large r, and integral (1) diverges, so continuum states must be normalised in another way.

The result needs the pure potential −Z/r at all r. For a nucleus of finite size or a screened potential the radial equation no longer reduces to (4), and neither (10) nor (16) holds exactly. One modification can still be solved with the same steps and shows that the value 2n, with integer n, is special. If a term b/r² is added to the potential, l(l+1) in (2) becomes l(l+1) + 2b. Writing this as l′(l′+1) with real l′ > −½, which is possible when 2b > −(l+½)², and taking the solution u ∝ r^(l′+1) at the origin, part (a) holds with l′ for l. Then α = 2l′ + 1, ν = k + l′ + 1, and by the remark at the end of part (h) the factor is 2k + α + 1 = 2ν, in general not an integer, as the argument of part (f) also gives from E = −Z²/(2ν²). Unless α = 2l′ + 1 happens to be an integer, only the modern convention has a polynomial for this case.

Relativity is neglected. By the virial result ⟨T⟩ = −E = Z²/(2n²), the root-mean-square speed is Z/n in atomic units, to be compared with the speed of light, roughly 140 in these units. A small ratio of the two is necessary for (2) to describe a real ion, but it is not sufficient, because an electron of low l moves much faster than this average near the nucleus. With c the speed of light and j the total angular momentum, the Dirac energy differs from (6) at leading order by the fraction (Z/nc)² [n/(j+½) − ¾], which for an s state of large n is close to (Z/c)²/n. For Z = 80 and n = 10, (Z/nc)² is only 0.0034, yet the full Dirac energy of the s state differs from (6) by about 3.6 %, against about 0.09 % for j = 19/2. For states of low l it is Z/c itself that should be small.

Computed results

```
Z = 1, n = 4, l = 1, k = 2, alpha = p = 3, q = 5, q! = 120
rho per r = 0.5000 1/bohr; (2Z/n)^3 = 0.1250 1/bohr^3
modern polynomial: x**2/2 - 5*x + 10
old polynomial: -60*x**2 + 600*x - 1200
hybrid polynomial: 60*x**2 - 600*x + 1200
modern polynomial squared: x**4/4 - 5*x**3 + 35*x**2 - 100*x + 100
h_k (weight x^alpha) = 60 (dimensionless)
J (weight x^(alpha+1)) = 480 (dimensionless); J/h_k = 8
part of J from 1 = 360; from st = 120
J_(k,k+1) at equal scale = -360 (dimensionless)
J with old polynomial = 6912000 (dimensionless)
N modern = 0.01613743 bohr^-3/2 = 1.325662 nm^-3/2
N old = -1.34478588e-04 bohr^-3/2; N hybrid = 1.34478588e-04 bohr^-3/2
r0 = 2.0 bohr, rho0 = 1.0000, exp(-rho0/2) = 0.60653066
modern polynomial at rho0 = 5.5000; old = -660.0000
R(r0) modern = 0.05383316 bohr^-3/2; old = 0.05383316 bohr^-3/2
finite differences: steps 0.02 and 0.01 bohr, box 140 bohr, Richardson
R(r0) finite differences = 0.0538332 bohr^-3/2
E formula = -0.03125000 hartree = -0.850356 eV; finite differences = -0.0312500 hartree
<1/rho> = 0.125000; <1/r> = 0.062500 1/bohr
<1/r> finite differences = 0.0625000 1/bohr; <V> = -0.0625000 hartree
norm with factor 2n dropped = 8.000000
norm, modern N with old polynomial = 14400.0000
norm, old N with modern polynomial = 6.944444e-05
1 bohr = 0.05291772 nm; 1 hartree = 27.211386 eV
```
